# Secondary X-ray fluorescence enhancement in a uniform two-element film: test program

```python
# Secondary fluorescence in a uniform film of analyte A (Fe) and enhancer B (Ni).
# Result under test: secondary/primary signal of A is R = K*J/(2*G), where
#   K = gB*kappaB(E0)*kappaA(EB)/kappaA(E0)   (1/um)
#   G = integral over depth of exp(-(a+c)z)
#   J = double integral of exp(-a z') E1(muB|z-z'|) exp(-c z)
# a, c: attenuation at E0 and at A's line, divided by sine of beam/exit angle.
# muB: film attenuation at B's line; kappa: K-ionisation coefficient in film;
# gB: K fluorescence yield times line fraction. J has a closed form using
# Ein(z) = integral from 0 to z of (1-exp(-u))/u du.
# Lengths are in um. All material coefficients are rough typical values.
import numpy as np
from scipy.integrate import quad
from scipy.special import exp1, expi

EULER = np.euler_gamma


def ein(z):
    if abs(z) < 1e-3:
        return z - z**2 / 4 + z**3 / 18 - z**4 / 96
    return EULER + np.log(abs(z)) - expi(-z)


def F(p, tau):
    """Integral of E1(s) exp(-p s) from 0 to tau, p not zero."""
    return (-np.expm1(-p * tau) * exp1(tau)
            + ein((1 + p) * tau) - ein(tau)) / p


def j_closed(al, ga, tau):
    s = al + ga
    return (F(al, tau) + F(ga, tau)
            - np.exp(-s * tau) * (F(-al, tau) + F(-ga, tau))) / s


def g_closed(al, ga, tau):
    return -np.expm1(-(al + ga) * tau) / (al + ga)


def j_quadrature(al, ga, tau):
    """Double integral from its definition."""
    def inner(x):
        def f(y):
            return exp1(abs(x - y)) * np.exp(-ga * y)
        left = quad(f, 0, x, epsabs=1e-10, epsrel=1e-9, limit=200)[0]
        right = quad(f, x, tau, epsabs=1e-10, epsrel=1e-9, limit=200)[0]
        return np.exp(-al * x) * (left + right)
    return quad(inner, 0, tau, epsabs=1e-9, epsrel=1e-8, limit=200)[0]


def thick_bracket(al, ga):
    return np.log1p(al) / al + np.log1p(ga) / ga


def half_j_over_g(a, c, mu, t):
    """J/(2G) in um."""
    al, ga, tau = a / mu, c / mu, mu * t
    return j_closed(al, ga, tau) / g_closed(al, ga, tau) / (2 * mu)


# ---- tests of the mathematics ----
for mu_t, dist in ((1.0, 0.3), (2.0, 0.7)):
    def ring(r):
        R2 = r * r + dist * dist
        return 2 * np.pi * r * np.exp(-mu_t * np.sqrt(R2)) / (4 * np.pi * R2)
    plane = quad(ring, 0, np.inf, epsabs=1e-11, limit=200)[0]
    assert abs(plane - exp1(mu_t * dist) / 2) < 1e-8

worst = 0.0
for al, ga, tau in ((0.5, 1.0, 0.8), (2.5, 0.3, 2.0), (0.6, 1.4, 0.1)):
    ref = j_quadrature(al, ga, tau)
    worst = max(worst, abs(j_closed(al, ga, tau) / ref - 1))
assert worst < 1e-6

al, ga = 0.55, 1.05
thick_ref = j_quadrature(al, ga, 25.0) * (al + ga)
assert abs(thick_bracket(al, ga) / thick_ref - 1) < 1e-6

for tau in (0.02, 0.005):
    ratio = j_closed(al, ga, tau) / g_closed(al, ga, tau) / tau
    rest = ratio - (1.5 - EULER - np.log(tau) + tau / 3)
    assert abs(rest) < tau**2 * (1 + abs(np.log(tau))) < tau / 3

# ---- example: permalloy-like film, rough coefficients in cm2/g ----
rho, w_fe, w_ni = 8.7, 0.20, 0.80
E0, edge_fe, edge_ni = 17.4, 7.11, 8.33          # keV
att = {"E0": (38.0, 47.0), "FeKa": (71.0, 91.0),
       "NiKa": (360.0, 60.0), "NiKb": (280.0, 46.0)}   # (Fe, Ni)
k_share = 0.87                                   # K part of attenuation
yield_ni = 0.41
line_part = {"NiKa": 0.88, "NiKb": 0.12}
angle_in = angle_out = np.radians(45.0)
t0 = 1.0
PER_UM = 1e-4                                    # 1/cm to 1/um


def film_mu(key, table=att):
    fe, ni = table[key]
    return rho * (w_fe * fe + w_ni * ni) * PER_UM


def strength(line, table=att):
    kappa_b = rho * w_ni * table["E0"][1] * k_share * PER_UM
    return (yield_ni * line_part[line] * kappa_b
            * table[line][0] / table["E0"][0])


a = film_mu("E0") / np.sin(angle_in)
c = film_mu("FeKa") / np.sin(angle_out)


def enhancement(line, t, exit_c=c, table=att):
    return strength(line, table) * half_j_over_g(
        a, exit_c, film_mu(line, table), t)


def enhancement_thick(line, exit_c=c):
    mu = film_mu(line)
    return strength(line) / (2 * mu) * thick_bracket(a / mu, exit_c / mu)


def thin_formula(line, t):
    tau = film_mu(line) * t
    return strength(line) * t / 2 * (1.5 - EULER - np.log(tau) + tau / 3)


# ---- photon-by-photon simulation of the Ni K-alpha route ----
rng = np.random.default_rng(12345)
n = 2_000_000
mu0, mub = film_mu("E0"), film_mu("NiKa")
slant = t0 / np.sin(angle_in)
# first interaction forced inside the film: common factor of both signals
path = -np.log1p(rng.random(n) * np.expm1(-mu0 * slant)) / mu0
z1 = path * np.sin(angle_in)
kappa_fe0 = rho * w_fe * att["E0"][0] * k_share * PER_UM
kappa_ni0 = rho * w_ni * att["E0"][1] * k_share * PER_UM
kappa_feb = rho * w_fe * att["NiKa"][0] * k_share * PER_UM
prim = kappa_fe0 / mu0 * np.exp(-c * z1)
u = rng.uniform(-1, 1, n)                        # cosine to film normal
flight = rng.exponential(1 / mub, n)
z2 = z1 + u * flight
hit = (z2 > 0) & (z2 < t0)
sec = np.where(hit, np.exp(-c * np.clip(z2, 0, t0)), 0.0)
sec *= (kappa_ni0 / mu0 * yield_ni * line_part["NiKa"] * kappa_feb / mub)
R_sim = sec.mean() / prim.mean()
R_err = np.std(sec - R_sim * prim) / np.sqrt(n) / prim.mean()
R_a = enhancement("NiKa", t0)
assert abs(R_sim - R_a) < 4 * R_err and R_err < 0.005 * R_a
lateral = flight * np.sqrt(1 - u * u)
near_plane = sec[np.abs(u) < np.sin(np.radians(10))].sum() / sec.sum()
solid_share = np.sin(np.radians(10))
assert near_plane > 2 * solid_share
within = {r: sec[lateral < r].sum() / sec.sum() for r in (1, 10, 50)}

# ---- effect of exit angle: weak in thin film, clear in thick film ----
c20 = film_mu("FeKa") / np.sin(np.radians(20.0))
thin_change = enhancement("NiKa", t0, c20) / R_a - 1
thick_change = (enhancement_thick("NiKa", c20)
                / enhancement_thick("NiKa") - 1)
assert abs(thin_change) < 0.01 and abs(thick_change) > 0.05

# ---- bias in composition and sensitivity to one rough input ----
R_b = enhancement("NiKb", t0)
R_tot = R_a + R_b
odds = (1 + R_tot) * w_fe / w_ni
w_apparent = odds / (1 + odds)
changed = dict(att)
changed["NiKa"] = (1.1 * att["NiKa"][0], att["NiKa"][1])
sensitivity = enhancement("NiKa", t0, c, changed) / R_a - 1

# ---- neglected effects, isotropic single scattering, rough inputs ----
scat_film, scat_si, att_si = 1.2, 0.6, 6.5       # cm2/g at E0
scat_si_ni, att_si_ni = 1.3, 78.0                # cm2/g at Ni K-alpha
film_scatter = scat_film * rho * PER_UM * half_j_over_g(a, c, mu0, t0)
inv_sin = 1 / np.sin(angle_in)
sub_scatter = 0.5 * scat_si / att_si * np.log1p(inv_sin) / inv_sin
# Ni photons scattered back by silicon, as a share of the enhancement
e1_sq = quad(lambda s: exp1(s)**2, 0, np.inf, limit=200)[0]
back_fluence = 0.25 * scat_si_ni / att_si_ni * e1_sq
ni_return = back_fluence * t0 / half_j_over_g(a, c, mub, t0)
# Fe K ionisation by photoelectrons, Bethe forms, all stopping in the film
x_fe, x_ni = w_fe / 55.8, w_ni / 58.7
fe_per_electron = x_fe / (26 * x_fe + 28 * x_ni)
mean_exc = 0.3                                   # keV


def electron_yield(E):
    f = quad(lambda e: np.log(e / edge_fe) / np.log(1.166 * e / mean_exc),
             edge_fe, E)[0]
    return fe_per_electron * f / edge_fe


absorb_fe, absorb_ni = w_fe * att["E0"][0], w_ni * att["E0"][1]
by_electrons = (k_share * (absorb_fe * electron_yield(E0 - edge_fe)
                           + absorb_ni * electron_yield(E0 - edge_ni))
                + (1 - k_share) * (absorb_fe + absorb_ni)
                * electron_yield(E0)) / (k_share * absorb_fe)

# ---- output ----
print(f"Rough inputs: density {rho} g/cm3, mass fractions Fe {w_fe}, Ni {w_ni}")
print(f"Beam {E0} keV; K edges Fe {edge_fe}, Ni {edge_ni} keV")
for key, val in att.items():
    print(f"Attenuation at {key}: Fe {val[0]}, Ni {val[1]} cm2/g")
print(f"K share {k_share}, Ni K yield {yield_ni}, line parts {line_part}")
print(f"Angles in/out {np.degrees(angle_in):.0f}/{np.degrees(angle_out):.0f} deg,"
      f" thickness {t0} um")
print(f"Film attenuation at E0 {mu0:.5f}, Fe Ka {film_mu('FeKa'):.5f} 1/um")
print(f"a = {a:.5f} 1/um, c = {c:.5f} 1/um")
for line in ("NiKa", "NiKb"):
    m = film_mu(line)
    print(f"{line}: muB {m:.5f} 1/um, K {strength(line):.5f} 1/um,"
          f" range 1/muB {1/m:.2f} um")
al, ga, tau = a / mub, c / mub, mub * t0
print(f"NiKa: alpha {al:.4f}, gamma {ga:.4f}, tau {tau:.5f}")
print(f"F(alpha) {F(al,tau):.6f}, F(gamma) {F(ga,tau):.6f}")
print(f"F(-alpha) {F(-al,tau):.6f}, F(-gamma) {F(-ga,tau):.6f}")
print(f"exp(-sigma tau) {np.exp(-(al+ga)*tau):.6f}")
print(f"J/(2G) {half_j_over_g(a,c,mub,t0):.5f} um")
print(f"R at {t0} um: Ka {100*R_a:.2f} %, Kb {100*R_b:.2f} %,"
      f" total {100*R_tot:.2f} %")
print(f"Simulation, Ka: {100*R_sim:.3f} +/- {100*R_err:.3f} %")
for t in (0.1, 1.0, 10.0):
    tot = sum(enhancement(q, t) for q in line_part)
    thin = sum(thin_formula(q, t) for q in line_part)
    print(f"t {t:4.1f} um: total R {100*tot:.2f} %, thin formula {100*thin:.2f} %")
thick = sum(enhancement_thick(q) for q in line_part)
print(f"Thick limit: total R {100*thick:.2f} %")
print(f"Exit 45 to 20 deg, relative change of Ka R: 1 um {100*thin_change:.3f} %,"
      f" thick {100*thick_change:.2f} %")
print(f"Ka share emitted within 10 deg of plane {100*near_plane:.1f} %"
      f" (solid-angle share {100*solid_share:.1f} %)")
for r, part in within.items():
    print(f"Ka secondary signal from lateral distance < {r} um: {100*part:.1f} %")
print(f"Apparent Fe mass fraction if ignored: {100*w_apparent:.2f} %")
print(f"Fe coefficient at Ni Ka +10 %: relative change of R {100*sensitivity:.2f} %")
print(f"Scatter inputs at E0: film {scat_film}, Si {scat_si} of {att_si} cm2/g")
print(f"Scatter input at Ni Ka: Si {scat_si_ni} of {att_si_ni} cm2/g")
print(f"Film scatter / primary Fe signal: {100*film_scatter:.2f} %")
print(f"Substrate scatter / primary Fe signal: {100*sub_scatter:.2f} %")
print(f"Ni Ka returned by substrate / Ka enhancement: {100*ni_return:.2f} %")
print(f"Photoelectron / primary Fe ionisation: {100*by_electrons:.2f} %")
print(f"Largest relative error of closed form against quadrature: {worst:.1e}")
print("all assertions hold")
```

It prints:

```
Rough inputs: density 8.7 g/cm3, mass fractions Fe 0.2, Ni 0.8
Beam 17.4 keV; K edges Fe 7.11, Ni 8.33 keV
Attenuation at E0: Fe 38.0, Ni 47.0 cm2/g
Attenuation at FeKa: Fe 71.0, Ni 91.0 cm2/g
Attenuation at NiKa: Fe 360.0, Ni 60.0 cm2/g
Attenuation at NiKb: Fe 280.0, Ni 46.0 cm2/g
K share 0.87, Ni K yield 0.41, line parts {'NiKa': 0.88, 'NiKb': 0.12}
Angles in/out 45/45 deg, thickness 1.0 um
Film attenuation at E0 0.03932, Fe Ka 0.07569 1/um
a = 0.05561 1/um, c = 0.10704 1/um
NiKa: muB 0.10440 1/um, K 0.09728 1/um, range 1/muB 9.58 um
NiKb: muB 0.08074 1/um, K 0.01032 1/um, range 1/muB 12.39 um
NiKa: alpha 0.5327, gamma 1.0253, tau 0.10440
F(alpha) 0.278967, F(gamma) 0.273221
F(-alpha) 0.292037, F(-gamma) 0.298393
exp(-sigma tau) 0.849885
J/(2G) 1.60767 um
R at 1.0 um: Ka 15.64 %, Kb 1.79 %, total 17.43 %
Simulation, Ka: 15.607 +/- 0.025 %
t  0.1 um: total R 2.97 %, thin formula 2.97 %
t  1.0 um: total R 17.43 %, thin formula 17.44 %
t 10.0 um: total R 62.99 %, thin formula 66.97 %
Thick limit: total R 78.34 %
Exit 45 to 20 deg, relative change of Ka R: 1 um -0.049 %, thick -10.17 %
Ka share emitted within 10 deg of plane 50.4 % (solid-angle share 17.4 %)
Ka secondary signal from lateral distance < 1 um: 46.5 %
Ka secondary signal from lateral distance < 10 um: 93.7 %
Ka secondary signal from lateral distance < 50 um: 100.0 %
Apparent Fe mass fraction if ignored: 22.69 %
Fe coefficient at Ni Ka +10 %: relative change of R 8.08 %
Scatter inputs at E0: film 1.2, Si 0.6 of 6.5 cm2/g
Scatter input at Ni Ka: Si 1.3 of 78.0 cm2/g
Film scatter / primary Fe signal: 0.22 %
Substrate scatter / primary Fe signal: 2.88 %
Ni Ka returned by substrate / Ka enhancement: 0.36 %
Photoelectron / primary Fe ionisation: 0.18 %
Largest relative error of closed form against quadrature: 7.7e-13
all assertions hold
```
